# Open-shell singlet: energy, orbital gradient and the 1s–2s rotation in helium

## Problem

An atom or molecule has doubly occupied orbitals $i,j,\dots$ and two singly occupied orbitals $a,b$ whose electrons are coupled to a singlet. All orbitals are real and orthonormal; empty ones are called $v$. The wavefunction is

$$\Psi=\frac{1}{\sqrt2}\Big(|\text{core}\;a\alpha\,b\beta|-|\text{core}\;a\beta\,b\alpha|\Big).$$

1. Find its energy and the slope of the energy under every rotation of one orbital into another.
2. Decide when the rotation between $a$ and $b$ may be left out of an optimization.
3. For helium 1s2s, find how much energy this rotation is worth, and whether the optimized energy is an upper bound to the excited level.

Atomic units are used. Two-electron integrals are written

$$(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d1\,d2,\qquad J_{pq}=(pp|qq),\quad K_{pq}=(pq|pq),$$

and $h$ is the kinetic energy plus nuclear attraction.

## First estimate by scaling

Helium has no closed shell, so the spatial part of $\Psi$ is $[a(1)b(2)+b(1)a(2)]/\sqrt2$. Its energy is $h_{aa}+h_{bb}+J_{ab}+K_{ab}$. The triplet has a minus sign in the spatial part and the energy $E_T=h_{aa}+h_{bb}+J_{ab}-K_{ab}$. Hence $E=E_T+2K_{ab}$.

Now rotate the pair:

$$a'=a\cos\theta+b\sin\theta,\qquad b'=b\cos\theta-a\sin\theta .$$

The triplet function does not change, because $a'(1)b'(2)-b'(1)a'(2)=(\cos^2\theta+\sin^2\theta)\,[a(1)b(2)-b(1)a(2)]$. So $E_T$ is constant, and the whole effect of the rotation lies in $2K_{a'b'}$, twice the self-repulsion of the overlap density $a'b'$.

For small $\theta$, $a'b'\approx ab+\theta(bb-aa)$. Most of the self-repulsion comes from the inner region, where the compact 1s orbital lives. There, crudely, $b\approx\rho a$ with a small constant $\rho$, so that $a'b'\approx(\rho-\theta)a^2$ and

$$K_{a'b'}\approx(\rho-\theta)^2J_{aa}.$$

The best angle is $\theta\approx\rho$, and the gain is about $2\rho^2J_{aa}$.

To get numbers, let $a$ be the 1s orbital of nuclear charge $Z$, with density $n=(Z^3/\pi)e^{-2Zr}$, and let $b$ be a 2s orbital that sees the charge $Z-1$. Their values at the nucleus obey $a(0)^2=Z^3/\pi$ and $b(0)^2=(Z-1)^3/8\pi$, so $\rho^2=(Z-1)^3/8Z^3$.

The potential of $n$ is $V=\frac1r-e^{-2Zr}\left(Z+\frac1r\right)$. Indeed $(rV)''=-4Z^3re^{-2Zr}=-4\pi r n$, while $rV$ goes to 0 at the origin and to 1 far away. Therefore

$$J_{aa}=4Z^3\!\int_0^\infty\! r^2e^{-2Zr}V\,dr=4Z^3\left[\frac{1}{4Z^2}-\frac{1}{32Z^2}-\frac{1}{16Z^2}\right]=\frac{5Z}{8}.$$

The estimated gain is

$$2\rho^2J_{aa}=\frac{5(Z-1)^3}{32Z^2}.$$

For $Z=2$ this gives $\rho=1/8$, $J_{aa}=1.25$ hartree, $K_{ab}\approx\rho^2J_{aa}\approx0.020$ hartree and a gain of about $0.04$ hartree. A weak point is $b\approx\rho a$ with constant $\rho$: the true ratio $b/a$ varies with distance, and it must change sign for $b$ to be orthogonal to $a$.

## Exact solution

### Energy

Call the two determinants $D_1$ and $D_2$. The spin-raising operator turns both into $|\text{core}\;a\alpha\,b\alpha|$, so it annihilates $D_1-D_2$. With equal numbers of up and down spins, $\Psi$ is therefore a singlet.

In a single determinant every pair of electrons contributes a $J$, and every pair with parallel spins also contributes $-K$.

- Two different closed shells contribute $4J_{ij}-2K_{ij}$, and one closed shell by itself contributes $J_{ii}$. Both are contained in $\sum_{ij}(2J_{ij}-K_{ij})$ over all $i$ and $j$, since $K_{ii}=J_{ii}$.
- A closed shell and an open orbital $t$ contribute $2J_{it}-K_{it}$.
- The electrons in $a$ and $b$ have opposite spins and contribute $J_{ab}$.

$D_1$ and $D_2$ have the same energy, because they differ by a reversal of all spins. They differ in two spin orbitals, so only the repulsion couples them. The direct term would take $a\alpha$ to $a\beta$ and vanishes by spin. The exchange term takes $a\alpha\to b\alpha$ and $b\beta\to a\beta$, giving $\langle D_1|H|D_2\rangle=-K_{ab}$. The minus sign in $\Psi$ turns this into $+K_{ab}$:

$$E=2\sum_i h_{ii}+\sum_{ij}(2J_{ij}-K_{ij})+\sum_{t=a,b}\Big[h_{tt}+\sum_i(2J_{it}-K_{it})\Big]+J_{ab}+K_{ab}.$$

### Gradient

Define operators by $\langle f|J_q|g\rangle=(fg|qq)$ and $\langle f|K_q|g\rangle=(fq|gq)$. For real orbitals,

$$\delta h_{pp}=2\langle\delta p|h|p\rangle,\qquad \delta J_{pq}=2\langle\delta p|J_q|p\rangle+2\langle\delta q|J_p|q\rangle,$$

and $\delta K_{pq}$ has the same form with $K_q$ and $K_p$. Let $F=h+\sum_j(2J_j-K_j)$.

Varying a closed orbital $i$ gives $4\langle\delta i|h|i\rangle$ from the first sum. The double sum gives $4\langle\delta i|\sum_j(2J_j-K_j)|i\rangle$, because $i$ occurs as first and as second index. The open orbitals add $2\langle\delta i|\sum_t(2J_t-K_t)|i\rangle$. Varying $a$ gives $2\langle\delta a|F+J_b+K_b|a\rangle$, and $b$ likewise. Together,

$$\delta E=2\sum_p\langle\delta p|G_p|p\rangle,$$

$$G_i=2F+\sum_{t=a,b}(2J_t-K_t),\quad G_a=F+J_b+K_b,\quad G_b=F+J_a+K_a,\quad G_v=0.$$

A rotation $p\to p\cos\theta+q\sin\theta$, $q\to q\cos\theta-p\sin\theta$ has $\delta p=\theta q$ and $\delta q=-\theta p$. The slope at $\theta=0$ is thus

$$g_{qp}=2\big(\langle q|G_p|p\rangle-\langle p|G_q|q\rangle\big).$$

Two closed orbitals share one symmetric operator, so their slope is zero; two empty orbitals give zero as well. Four classes remain: closed–empty, closed–open, open–empty, and the single pair $a$–$b$.

For that pair $F$ cancels:

$$g_{ba}=2\langle b|J_b+K_b-J_a-K_a|a\rangle .$$

The four terms are $(ab|bb)$, $(ab|bb)$, $-(ab|aa)$ and $-(ab|aa)$, so

$$g_{ba}=4L,\qquad L=(ab|bb)-(ab|aa).$$

### When the rotation can be left out

Suppose a symmetry operation reverses the sign of the product $ab$ but leaves $aa$ and $bb$ unchanged. Then both integrals in $L$ equal their own negatives and vanish. Inversion does this for 1s2p. If $a$ and $b$ belong to the same one-dimensional symmetry species, as 1s and 2s do, nothing forces $L$ to vanish, and $(ab|aa)=(ab|bb)$ becomes a condition that the optimization must satisfy.

A zero slope is not yet a minimum, so the full dependence on the angle is needed. The closed shells see $a$ and $b$ only through the density matrix $a(1)a(2)+b(1)b(2)$, which fixes both $J_{ia}+J_{ib}$ and $K_{ia}+K_{ib}$ and which the rotation preserves. Again $E=E_T+2K_{a'b'}$ with constant $E_T$. The product of the rotated orbitals is

$$a'b'=\cos2\theta\;ab+\tfrac12\sin2\theta\,(bb-aa).$$

With $K=K_{ab}$ and $D=\frac14(bb-aa|bb-aa)$, its self-repulsion is

$$K_{a'b'}=K\cos^22\theta+L\sin2\theta\cos2\theta+D\sin^22\theta .$$

Doubling this and using double angles gives

$$E(\theta)=E_T+K+D+(K-D)\cos4\theta+L\sin4\theta .$$

The slope at zero is $4L$, as before, and the curvature there is $16(D-K)$. The lowest value is $E_T+K+D-\sqrt{(K-D)^2+L^2}$. Since $E(0)=E_T+2K$, the gain from this rotation is

$$\Delta=\sqrt{(D-K)^2+L^2}-(D-K).$$

If $L=0$ by symmetry, the slope stays zero as long as the orbitals keep that symmetry, and for $D>K$ the point $\theta=0$ is a minimum along this angle, so the rotation can be omitted in a symmetry-preserving optimization. Stability against combined symmetry-breaking rotations is a separate question, not settled by this one curvature. For $K>D$ the symmetric orbitals sit at a maximum with respect to this angle. A calculation on 1s2p, with the He⁺ 1s orbital and the best 2p orbital for it in a basis of six p shells, gives zero slope, $K\approx0.003$ and $D\approx0.24$ hartree. The curvature is about $3.8$ hartree/rad², so $\theta=0$ is a minimum in this angle.

The gain also has a ceiling. $K_{a'b'}$ is the electrostatic self-energy of a charge distribution and cannot be negative, so $E(\theta)\ge E_T$ and $\Delta\le2K$. The rotation can at most remove the singlet–triplet splitting found with the same orbitals.

In terms of configurations, the rotated singlet is

$$\frac{a'b'+b'a'}{\sqrt2}=\cos2\theta\,\frac{ab+ba}{\sqrt2}+\sin2\theta\,\frac{bb-aa}{\sqrt2},$$

where the first factor in each product belongs to electron 1. Choosing the best angle is the same as taking the lower root of a two-by-two configuration interaction. It admits the closed-shell configuration $a^2$ with weight $\frac12\sin^22\theta$.

### Helium 1s2s without the rotation

At fixed $b$ the helium energy is $h_{bb}+\langle a|h+J_b+K_b|a\rangle$. The best $a$ orthogonal to $b$ is therefore the lowest eigenfunction of $h+J_b+K_b$ in the complement of $b$. Alternating this step with the same step for $b$ lowers the energy until all open–empty slopes vanish, but no step rotates $a$ into $b$.

With $N$ basis functions this imposes $2(N-2)$ conditions, while $2(N-2)+1$ rotations can change the energy. One condition is missing, so a one-parameter family of end points is to be expected.

Two starts were run with 14 s-type Gaussians: $a$ taken from He⁺, and $a$ taken from the Hartree–Fock ground state. In both, $b$ starts as the lowest eigenfunction of $h+J_a+K_a$ orthogonal to this $a$; another starting $b$ can lead to another end point. Energies are in hartree. The last digits depend on the basis: with 14 Slater-type s functions the entries for the ground-state start move by up to $1\times10^{-4}$ hartree (for example $E=-2.1279$, $|L|=0.11703$), while those for the He⁺ start and the fully optimized energy move by about $1\times10^{-5}$ hartree.

| | He⁺ start | ground-state start |
|---|---|---|
| $E$, rotation left out | −2.1553 | −2.1278 |
| $K$ | 0.00622 | 0.01562 |
| $D$ | 0.23645 | 0.22836 |
| $\lvert L\rvert$ | 0.06983 | 0.11712 |
| best angle (rad) | 0.074 | 0.126 |
| gain $\Delta$ | 0.0104 | 0.0301 |
| $E$, all rotations | −2.1698 | −2.1698 |

For the first start, $D-K=0.23023$ and

$$\Delta=\sqrt{0.23023^2+0.06983^2}-0.23023=0.24058-0.23023\approx0.0104\ \text{hartree}.$$

Without the rotation the two results differ by $0.027$ hartree, and slopes of $4|L|=0.28$ and $0.47$ hartree/rad remain. Such an energy depends on the starting orbitals and not on the atom alone. It also depends slightly on the path, because successive open–empty steps add up to a small $a$–$b$ rotation: damping the steps shifts the end point of the ground-state start by about $10^{-4}$ hartree.

One rotation by the best angle disturbs the open–empty conditions, so it has to be repeated within the iterations. Both starts then reach the same energy. The total lowering is $0.0145$ hartree (0.40 eV) for the first and $0.0420$ hartree (1.14 eV) for the second. The numerical check confirms that all slopes vanish there and that the Hessian for rotations among the s functions is positive, so the point is a local minimum among s orbitals.

### Is the energy an upper bound to the excited level?

Full configuration interaction in the same s basis places the two lowest singlets at $E_0=-2.8790$ and $E_1=-2.1442$ hartree. The optimized open-shell singlet lies $0.0257$ hartree (0.70 eV) *below* $E_1$. This is possible because nothing makes $\Psi$ orthogonal to the ground state. If $w_0$ is the weight of the ground state in $\Psi$, the remainder has an energy of at least $E_1$, so

$$E\ge w_0E_0+(1-w_0)E_1\quad\Rightarrow\quad w_0\ge\frac{E_1-E}{E_1-E_0}=\frac{0.0257}{0.7348}\approx0.035 .$$

The computed weight is $0.088$. Projecting the ground state out raises the energy to

$$\frac{E-w_0E_0}{1-w_0}=\frac{-2.1698+0.0876\times2.8790}{0.9124}\approx-2.102\ \text{hartree},$$

which is above $E_1$, as it must be.

The answer to the last question is therefore no. The rotation makes the solution stationary and removes the dependence on the start seen here, but it does not make the energy a bound. Leaving it out is no cure: the He⁺ start already lies below $E_1$ without it, with a ground-state weight of $0.017$.

These reference roots are not exact, since an s basis lacks angular correlation. Adding six p shells moves the second root only to $-2.1457$ hartree ($-2.1458$ in a larger basis of 18 s and 10 p shells), still well above the open-shell result.

## Comparison of estimate and solution

| | estimate | He⁺ start | ground-state start |
|---|---|---|---|
| angle (rad) | 0.125 | 0.074 | 0.126 |
| $K$ (hartree) | 0.020 | 0.006 | 0.016 |
| gain (hartree) | 0.04 | 0.010 | 0.030 |

The estimate gives the right order of magnitude. It is too large by a factor of about 1.3 for one start and nearly 4 for the other. No single number could match both, because the gain is measured from an end point that itself depends on the start.

The two ingredients of the estimate fare differently. Its mechanism is that the rotation cancels the inner part of the overlap density, so that the gain is nearly $2K$. The exact gains are 83% and 96% of $2K$ for these two end points. The ratio is not general: the fully optimized orbitals are also an end point with vanishing open–empty slopes, and there $K=0.0020$ hartree while $L$ and the gain are zero. The size of $K$ is overestimated for both starts.

The estimate also shows why a small exchange integral, although it caps the gain of a single rotation at $2K$, does not make the slope small. The slope contains $(ab|aa)\sim\rho J_{aa}$, which is of first order in the small amplitude ratio, whereas $K\sim\rho^2J_{aa}$ is of second order. In the He⁺ case $|L|$ is eleven times $K$.

## Values computed for the example and the checks

```
Carbon test, determinant energy: -13.27918521 hartree
Carbon test, formula energy: -13.27918521 hartree
Carbon test, largest gradient error: 2.1e-10 hartree/rad
He s functions: 14, exponents 0.020 to 1753.0 bohr^-2, ratio 2.4
He p shells: 6, exponents 0.030 to 7.29 bohr^-2, ratio 3.0
[He+ 1s start] a-b rotation left out:
  singlet energy: -2.155306 hartree
  triplet energy, same orbitals: -2.167746 hartree
  K = 0.006220, D = 0.236446, |L| = 0.069834 hartree
  remaining a-b gradient |4L|: 0.279336 hartree/rad
  best angle, magnitude: 0.07363 rad
  energy after this one rotation: -2.165664 hartree
  gain from this one rotation: 0.010358 hartree
  ground-state weight before rotation: 0.017485
  energy, all rotations optimized: -2.169842 hartree
  total lowering: 0.014536 hartree = 0.3955 eV
[RHF 1s start] a-b rotation left out:
  singlet energy: -2.127846 hartree
  triplet energy, same orbitals: -2.159081 hartree
  K = 0.015618, D = 0.228357, |L| = 0.117125 hartree
  remaining a-b gradient |4L|: 0.468499 hartree/rad
  best angle, magnitude: 0.12582 rad
  energy after this one rotation: -2.157956 hartree
  gain from this one rotation: 0.030111 hartree
  ground-state weight before rotation: 0.000159
  energy, all rotations optimized: -2.169842 hartree
  total lowering: 0.041996 hartree = 1.1428 eV
Start dependence without rotation: 0.027460 hartree
Full optimum: largest gradient 3.8e-09 hartree/rad
Full optimum: lowest Hessian value 0.2334 hartree/rad^2
Full optimum: K = 0.001952, D = 0.237954 hartree, |L| = 2.0e-17 hartree
Full CI, s basis, singlet 1: -2.879011 hartree
Full CI, s basis, singlet 2: -2.144168 hartree
Full CI, s+p basis, singlet 1: -2.900409 hartree
Full CI, s+p basis, singlet 2: -2.145733 hartree
Full optimum minus s-basis singlet 2: -0.025674 hartree = -0.6986 eV
Full optimum: weight of singlet 1 0.087581, of singlet 2 0.858639
Least singlet-1 weight required by the energy: 0.034937
Energy with singlet 1 projected out: -2.101771 hartree
1s2p: energy -2.122035 hartree
1s2p: a-b slope magnitude 0.0e+00 hartree/rad
1s2p: K = 0.003271, D = 0.238995 hartree
1s2p: a-b curvature 3.7716 hartree/rad^2
```
